**Steady velocity of a current-driven domain wall**

The program tests the law v = (β/α)u for a rigid domain wall below its breakdown drift velocity u_c. Here u is the spin-drift velocity along the electron flow, α the damping and β the nonadiabaticity. It asserts that the closed wall solution satisfies the full vector equation of motion, that a velocity 5 percent too high does not, and that the wall's internal energy exerts no net force on a distorted texture. A numerical search confirms the largest velocity that the hard-axis anisotropy can supply, which sets u_c. A spatially resolved integration, with no wall shape imposed after the start, then tests the law for several values of β and u, and also the finite displacement at β = 0 and the motion without a hard axis. In the worked example u is 29.0 m/s, the law gives 58.0 m/s and the integration gives 57.9 m/s. At 1.2 u_c the wall angle keeps turning, and the wall averages 95 m/s over the second half of the run, well below the 161 m/s that the law would give.

## Numerical verification

```python
"""Current-driven magnetic domain wall: steady velocity v = (beta/alpha) u.

Equation of motion for the unit magnetization m(x, t):
  dm/dt = -gamma m x B + alpha m x dm/dt - u dm/dx + beta u m x dm/dx
  B = (2 A m'' + 2 K m_z z - 2 Kp m_y y) / Ms
A exchange stiffness, K easy-axis (z) and Kp hard-axis (y) anisotropy,
Ms magnetization, alpha damping, beta nonadiabaticity, u spin-drift velocity
(positive along the electron flow). The wall has m_z = +1 left, -1 right;
phi is the azimuth of m in the wall, measured from x towards y.
The result is tested for |u| < u_c, and its failure for |u| > u_c.
Scaled units: length sqrt(A/K), time Ms/(2 gamma K).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------------- model parameters (SI) ----------------
A, K, Kp, Ms = 1e-11, 1e5, 2e4, 5e5
alpha, beta, P, J = 0.1, 0.2, 0.5, 5e11
gamma = const.physical_constants["electron gyromag. ratio"][0]
u = const.hbar * gamma * P * J / (2 * const.e * Ms)
length = np.sqrt(A / K)
time_unit = Ms / (2 * gamma * K)
speed = length / time_unit
kappa = Kp / K
root = np.sqrt(1 + kappa)


def width(phi):
    """Wall width parameter in SI units."""
    return np.sqrt(A / (K + Kp * np.sin(phi) ** 2))


def tilt_speed(phi):
    """Velocity contributed by the hard-axis torque, SI units."""
    return gamma * Kp / Ms * width(phi) * np.sin(2 * phi)


v_formula = beta / alpha * u
phi_max = np.arcsin(np.sqrt(1 / (1 + root)))
V_max = 2 * gamma * np.sqrt(A * K) / Ms * (root - 1)
u_c = V_max / abs(beta / alpha - 1)
J_c = J * u_c / u


def steady_tilt(drift, b):
    target = (b / alpha - 1) * drift
    return brentq(lambda p: tilt_speed(p) - target, -phi_max, phi_max,
                  xtol=1e-15)


phi_s = steady_tilt(u, beta)

# ---------------- maximum of the tilt velocity, by search ----------------
search = minimize_scalar(lambda p: -tilt_speed(p), bounds=(0, np.pi / 2),
                         method="bounded", options={"xatol": 1e-10})
assert abs(-search.fun / V_max - 1) < 1e-9
assert abs(search.x - phi_max) < 1e-5

# ---------------- closed solution in the full vector equation ----------------
x, t = sp.symbols("x t", real=True)


def relative_residual(v):
    xi = (x - v * t) / width(phi_s)
    m = sp.Matrix([np.cos(phi_s) / sp.cosh(xi), np.sin(phi_s) / sp.cosh(xi),
                   -sp.tanh(xi)])
    B = (2 * A * m.diff(x, 2) + sp.Matrix([0, -2 * Kp * m[1], 2 * K * m[2]])) / Ms
    mt, mx = m.diff(t), m.diff(x)
    res = (mt + gamma * m.cross(B) - alpha * m.cross(mt)
           + u * mx - beta * u * m.cross(mx))
    f_res = sp.lambdify((x, t), list(res), "numpy")
    f_mt = sp.lambdify((x, t), list(mt), "numpy")
    points = np.array([-2.1, -0.7, 0.3, 1.6]) * length
    r = max(np.max(np.abs(f_res(p, 0.0))) for p in points)
    s = max(np.max(np.abs(f_mt(p, 0.0))) for p in points)
    return r / s


residual_right = relative_residual(v_formula)
residual_wrong = relative_residual(1.05 * v_formula)
assert residual_right < 1e-9
assert residual_wrong > 1e-3

# ---------------- zero total force on a distorted texture ----------------
xs = np.linspace(-20, 20, 8001)
h = xs[1] - xs[0]
th = 2 * np.arctan(np.exp(xs + 0.4 * np.exp(-(xs - 1) ** 2)))
az = 0.3 + 0.8 * np.exp(-xs ** 2)
tex = np.array([np.sin(th) * np.cos(az), np.sin(th) * np.sin(az), np.cos(th)])
d1 = np.gradient(tex, h, axis=1)
field = np.gradient(d1, h, axis=1)
field[2] += tex[2]
field[1] -= kappa * tex[1]
density = np.sum(field * d1, axis=0)
force_ratio = abs(np.sum(density)) / np.sum(np.abs(density))
assert force_ratio < 1e-3  # second-order finite differences

# ---------------- spatially resolved integration, several cases ----------------
# columns: drift velocity (SI), beta, hard-axis ratio Kp/K
cases = np.array([
    [u, beta, kappa],            # 0 worked example
    [u, alpha / 2, kappa],       # 1 beta below alpha
    [u, 0.0, kappa],             # 2 adiabatic torque only
    [1.2 * u_c, alpha, kappa],   # 3 beta equal to alpha
    [0.8 * u_c, beta, kappa],    # 4 below breakdown
    [1.2 * u_c, beta, kappa],    # 5 above breakdown
    [u, beta, 0.0],              # 6 no hard axis
])
drift = (cases[:, 0] / speed)[:, None]
b_u = cases[:, 1][:, None] * drift
hard = cases[:, 2][:, None]
dx, dt, steps, every = 0.5, 0.1, 5000, 50
grid = np.arange(300) * dx
start = 25.0


def cross(a, b):
    out = np.empty_like(a)
    out[0] = a[1] * b[2] - a[2] * b[1]
    out[1] = a[2] * b[0] - a[0] * b[2]
    out[2] = a[0] * b[1] - a[1] * b[0]
    return out


def rate(m):
    mx = np.zeros_like(m)
    g = np.zeros_like(m)
    near = m[..., 4:-2] - m[..., 2:-4]
    mid = m[..., 5:-1] - m[..., 1:-5]
    far = m[..., 6:] - m[..., :-6]
    mx[..., 3:-3] = (45 * near - 9 * mid + far) / (60 * dx)
    g[..., 2:-2] = (16 * (m[..., 3:-1] + m[..., 1:-3]) - m[..., 4:]
                    - m[..., :-4] - 30 * m[..., 2:-2]) / (-12 * dx * dx)
    g[2] -= m[2]
    g[1] += hard * m[1]
    g += b_u * mx + drift * cross(m, mx)
    torque = cross(m, g)
    return (torque + alpha * cross(m, torque)) / (1 + alpha ** 2)


m = np.zeros((3, len(cases), grid.size))
m[0] = 1 / np.cosh(grid - start)
m[2] = -np.tanh(grid - start)
times, positions, angles = [], [], []
for n in range(steps + 1):
    if n % every == 0:
        times.append(n * dt)
        positions.append(0.5 * dx * m[2].sum(axis=1))
        angles.append(np.arctan2(m[1].sum(axis=1), m[0].sum(axis=1)))
    k1 = rate(m)
    k2 = rate(m + 0.5 * dt * k1)
    k3 = rate(m + 0.5 * dt * k2)
    k4 = rate(m + dt * k3)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    m /= np.sqrt(m[0] ** 2 + m[1] ** 2 + m[2] ** 2)
times = np.array(times)
X = np.array(positions)
X = X - X[0]
phi = np.unwrap(np.array(angles), axis=0)
assert np.all(np.isfinite(X))
v_end = (X[-1] - X[-6]) / (times[-1] - times[-6]) * speed
half = len(times) // 2
v_half = (X[-1] - X[half]) / (times[-1] - times[half]) * speed

# steady law below breakdown; case 4 still relaxes slowly, hence 1 percent
for i, tol in ((0, 5e-3), (1, 5e-3), (3, 5e-3), (4, 1e-2)):
    law = cases[i, 1] / alpha * cases[i, 0]
    assert abs(v_end[i] / law - 1) < tol, (i, v_end[i], law)
assert abs(v_end[2]) < 2e-3 * u
for i in (0, 1, 2, 4):
    expected = steady_tilt(cases[i, 0], cases[i, 1])
    assert abs(phi[-1, i] / expected - 1) < 0.02, (i, phi[-1, i], expected)
assert abs(phi[-1, 3]) < 1e-2

# above breakdown the angle runs on and the wall falls behind the law
law_above = beta / alpha * cases[5, 0]
assert phi[-1, 5] > np.pi / 2
assert v_half[5] < 0.9 * law_above

# without a hard axis the wall turns and does not follow beta/alpha
v_no_hard = u * (1 + alpha * beta) / (1 + alpha ** 2)
assert abs(v_end[6] / v_no_hard - 1) < 5e-3

# finite displacement when only the adiabatic torque acts
phi_ad = steady_tilt(u, 0.0)
shift_formula = -quad(width, 0, phi_ad)[0] / alpha
shift_run = X[-1, 2] * length
assert abs(shift_run / shift_formula - 1) < 0.02


# ---------------- reduced wall equations against the full transient ----------------
def reduced(_, y):
    w = width(y[1])
    turn = ((beta - alpha) * u - alpha * tilt_speed(y[1])) / (w * (1 + alpha ** 2))
    return [(u + alpha * w * turn + tilt_speed(y[1])) * time_unit / length,
            turn * time_unit]


model = solve_ivp(reduced, (0, times[-1]), [0.0, 0.0], t_eval=times,
                  rtol=1e-9, atol=1e-11)
gap_X = np.max(np.abs(model.y[0] - X[:, 0]))
gap_phi = np.max(np.abs(model.y[1] - phi[:, 0]))
assert gap_X < 0.1 and gap_phi < 0.01, (gap_X, gap_phi)
v_start = reduced(0, [0.0, 0.0])[0] * speed
relax = 1 / (alpha * (tilt_speed(phi_s + 1e-5) - tilt_speed(phi_s - 1e-5)) / 2e-5
             / (width(phi_s) * (1 + alpha ** 2)))

# ---------------- printed results ----------------
deg = 180 / np.pi
print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"easy-axis anisotropy K = {K/1e3:.1f} kJ/m^3")
print(f"hard-axis anisotropy Kp = {Kp/1e3:.1f} kJ/m^3")
print(f"magnetization Ms = {Ms/1e3:.1f} kA/m")
print(f"alpha = {alpha}, beta = {beta}, polarization P = {P}")
print(f"current density J = {J:.3e} A/m^2")
print(f"gyromagnetic ratio gamma = {gamma:.5e} rad/(s T)")
print(f"width at zero tilt = {length*1e9:.3f} nm")
print(f"time unit Ms/(2 gamma K) = {time_unit*1e12:.3f} ps")
print(f"speed unit 2 gamma sqrt(AK)/Ms = {speed:.2f} m/s")
print(f"spin-drift velocity u = {u:.3f} m/s")
print(f"wall velocity (beta/alpha)u = {v_formula:.3f} m/s")
print(f"velocity supplied by tilt, v-u = {tilt_speed(phi_s):.3f} m/s")
print(f"steady tilt phi = {phi_s*deg:.3f} deg")
print(f"steady width = {width(phi_s)*1e9:.3f} nm")
print(f"tilt at breakdown = {phi_max*deg:.3f} deg")
print(f"largest tilt velocity V_max = {V_max:.3f} m/s")
print(f"breakdown drift velocity u_c = {u_c:.3f} m/s")
print(f"breakdown current density = {J_c:.4e} A/m^2")
print(f"wall velocity at breakdown = {beta/alpha*u_c:.3f} m/s")
print(f"initial wall velocity, reduced model = {v_start:.3f} m/s")
print(f"relaxation time near steady state = {relax*1e9:.3f} ns")
print(f"closed solution, relative residual = {residual_right:.1e}")
print(f"same with velocity 5 percent too high = {residual_wrong:.1e}")
print(f"net/absolute force, distorted texture = {force_ratio:.1e}")
print(f"full run: duration = {times[-1]*time_unit*1e9:.3f} ns")
print(f"full run: cell size = {dx*length*1e9:.2f} nm")
print(f"full run, example: velocity = {v_end[0]:.3f} m/s")
print(f"full run, example: tilt = {phi[-1,0]*deg:.3f} deg")
print(f"reduced model, largest position gap = {gap_X*length*1e9:.3f} nm")
print(f"reduced model, largest angle gap = {gap_phi*deg:.3f} deg")
print(f"beta=alpha/2: run velocity = {v_end[1]:.3f} m/s")
print(f"beta=alpha/2: law = {u/2:.3f} m/s")
print(f"beta=0: final run velocity = {v_end[2]:.4f} m/s")
print(f"beta=0: steady tilt = {phi_ad*deg:.3f} deg")
print(f"beta=0: displacement, formula = {shift_formula*1e9:.3f} nm")
print(f"beta=0: displacement, run = {shift_run*1e9:.3f} nm")
print(f"beta=alpha: drift velocity = {cases[3,0]:.3f} m/s")
print(f"beta=alpha: run velocity = {v_end[3]:.3f} m/s")
print(f"0.8 u_c: law = {beta/alpha*cases[4,0]:.3f} m/s")
print(f"0.8 u_c: run velocity = {v_end[4]:.3f} m/s")
print(f"1.2 u_c: beta u/alpha = {law_above:.3f} m/s")
print(f"1.2 u_c: run, mean over second half = {v_half[5]:.3f} m/s")
print(f"1.2 u_c: angle at end of run = {phi[-1,5]*deg:.1f} deg")
print(f"Kp=0: formula velocity = {v_no_hard:.3f} m/s")
print(f"Kp=0: run velocity = {v_end[6]:.3f} m/s")
print("success")
```

Running it gives:

```
exchange stiffness A = 10.0 pJ/m
easy-axis anisotropy K = 100.0 kJ/m^3
hard-axis anisotropy Kp = 20.0 kJ/m^3
magnetization Ms = 500.0 kA/m
alpha = 0.1, beta = 0.2, polarization P = 0.5
current density J = 5.000e+11 A/m^2
gyromagnetic ratio gamma = 1.76086e+11 rad/(s T)
width at zero tilt = 10.000 nm
time unit Ms/(2 gamma K) = 14.198 ps
speed unit 2 gamma sqrt(AK)/Ms = 704.34 m/s
spin-drift velocity u = 28.975 m/s
wall velocity (beta/alpha)u = 57.951 m/s
velocity supplied by tilt, v-u = 28.975 m/s
steady tilt phi = 12.204 deg
steady width = 9.956 nm
tilt at breakdown = 43.695 deg
largest tilt velocity V_max = 67.226 m/s
breakdown drift velocity u_c = 67.226 m/s
breakdown current density = 1.1601e+12 A/m^2
wall velocity at breakdown = 134.452 m/s
initial wall velocity, reduced model = 29.262 m/s
relaxation time near steady state = 0.795 ns
closed solution, relative residual = 9.1e-15
same with velocity 5 percent too high = 4.8e-02
net/absolute force, distorted texture = 5.1e-17
full run: duration = 7.099 ns
full run: cell size = 5.00 nm
full run, example: velocity = 57.864 m/s
full run, example: tilt = 12.240 deg
reduced model, largest position gap = 0.558 nm
reduced model, largest angle gap = 0.039 deg
beta=alpha/2: run velocity = 14.469 m/s
beta=alpha/2: law = 14.488 m/s
beta=0: final run velocity = 0.0307 m/s
beta=0: steady tilt = -12.204 deg
beta=0: displacement, formula = 21.267 nm
beta=0: displacement, run = 21.330 nm
beta=alpha: drift velocity = 80.671 m/s
beta=alpha: run velocity = 80.559 m/s
0.8 u_c: law = 107.562 m/s
0.8 u_c: run velocity = 107.320 m/s
1.2 u_c: beta u/alpha = 161.343 m/s
1.2 u_c: run, mean over second half = 94.584 m/s
1.2 u_c: angle at end of run = 193.7 deg
Kp=0: formula velocity = 29.262 m/s
Kp=0: run velocity = 29.223 m/s
success
```
